# Why thin nanowires keep thick axial heterostructures coherent: two derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the energy that a dislocation could remove

### The result

A segment of length $h$ grows on the free top of a long stem of radius $R$. Unstressed, its lattice is larger than that of the stem by the relative misfit $f$. The segment can remain coherent and strained, or a misfit dislocation can lie in the interface. For a line across a diameter the result is

$$R<R_0=\frac bf\sqrt{\frac{2gK}{cM}}\quad\Longrightarrow\quad\text{coherence has the lower energy for every }h. \tag{1}$$

Here $b$ is the length of the Burgers vector and $M=2\mu(1+\nu)/(1-\nu)$ is the biaxial modulus, with shear modulus $\mu$ and Poisson ratio $\nu$. The modulus $K=\mu/[4\pi(1-\nu)]$ sets the energy of an edge dislocation, whose core costs $gKb^2$ per unit length. The number $c$ depends on $\nu$ alone and equals 0.229 at $\nu=0.3$.

The origin of (1) is a difference in scaling. However long the segment, its coherent energy never exceeds $cMf^2R^3$, whereas a line across the wire costs an energy proportional to $R$, times a logarithm once its long-range field is included. Equating these two energies gives the right trend but not the radius at which the line appears, because one dislocation does not remove all the strain. The first derivation avoids this difficulty with a bound. The second computes the energy that the line actually releases.

The wire is an isotropic cylinder with the same elastic constants in both parts, strains are small, and the interface is sharp and flat. The comparison concerns energies at equilibrium, not the rate at which dislocations form.

### The clamped wire

Let $z$ run along the wire, with the interface at $z=0$. The stress-free strain is $f\chi(z)\delta_{ij}$, where $\chi=1$ in the segment and $\chi=0$ in the stem. With total strain $\varepsilon_{ij}$, the stress is

$$\sigma_{ij}=\lambda(\varepsilon_{kk}-3f\chi)\delta_{ij}+2\mu(\varepsilon_{ij}-f\chi\delta_{ij}),\qquad \lambda=\frac{2\mu\nu}{1-2\nu}.$$

First forbid all lateral displacement and let the wire extend freely along $z$. The condition $\sigma_{zz}=0$ gives

$$\varepsilon_{zz}=\frac{3\lambda+2\mu}{\lambda+2\mu}f\chi=\frac{1+\nu}{1-\nu}f\chi,$$

because $3\lambda+2\mu=2\mu(1+\nu)/(1-2\nu)$ and $\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$. The lateral stress is then

$$\sigma_{xx}=\sigma_{yy}=\lambda\varepsilon_{zz}-(3\lambda+2\mu)f\chi
=\frac{2\mu(1+\nu)}{1-2\nu}\left[\frac{\nu}{1-\nu}-1\right]f\chi=-Mf\chi.$$

The bracket equals $-(1-2\nu)/(1-\nu)$, which cancels the denominator $1-2\nu$. For $f>0$ the segment is compressed. Its lateral elastic strains are $-f\chi$, so the energy density is $\tfrac12\cdot2\cdot(-Mf\chi)(-f\chi)=Mf^2\chi^2$.

This state needs a normal traction $-Mf\chi$ on the side surface. A free wire has none, so we add a field, without further misfit, whose surface traction is $+Mf\chi$. If its radial surface displacement is $u_r$, the energy falls by $\tfrac12\int Mf\chi\,u_r\,dS$. The factor one half appears because the holding traction decreases linearly to zero during the release.

### Response of a cylinder to a periodic traction

We need $u_r$ for a traction proportional to $\cos kz$. Write the displacement in terms of a function $Z(r,z)$:

$$2\mu\mathbf u=2(1-\nu)(\nabla^2Z)\hat{\mathbf z}-\nabla\partial_zZ .$$

Its divergence is $2\mu\nabla\cdot\mathbf u=(1-2\nu)\partial_z\nabla^2Z$. Insertion in the equilibrium equation $\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)/(1-2\nu)=0$ makes the gradient terms cancel and leaves $\nabla^4Z=0$. The stresses follow by differentiation:

$$\sigma_{rr}=\partial_z(\nu\nabla^2Z-\partial_r^2Z),\quad
\sigma_{\theta\theta}=\partial_z\!\left(\nu\nabla^2Z-\tfrac1r\partial_rZ\right),\quad
\sigma_{rz}=\partial_r\big[(1-\nu)\nabla^2Z-\partial_z^2Z\big].$$

Let $s=kr$ and $\kappa=kR$, and take

$$Z=[AI_0(s)+BsI_1(s)]\sin kz,$$

with modified Bessel functions. They obey $I_0'=I_1$, $(sI_1)'=sI_0$ and $I_1'=I_0-I_1/s$. The first term is harmonic. For the second, the radial part of the Laplacian gives $k^2(2I_0+sI_1)$ and the axial part gives $-k^2sI_1$. Hence $\nabla^2Z=2k^2BI_0\sin kz$, which is itself harmonic, as required.

The shear stress is

$$\sigma_{rz}=k^3\sin kz\,\{[2(1-\nu)B+A]I_1(s)+BsI_0(s)\}.$$

It must vanish at $r=R$. With $p=\kappa I_0(\kappa)/I_1(\kappa)$ this requires $A=-B[2(1-\nu)+p]$. The radial stress is

$$\sigma_{rr}=k^3\cos kz\left\{2\nu BI_0-A\left(I_0-\frac{I_1}{s}\right)-B(I_0+sI_1)\right\}.$$

At the surface, insert $A$:

$$\frac{\sigma_{rr}}{Bk^3\cos kz}=(2\nu-1)I_0-\kappa I_1+[2(1-\nu)+p]\left(I_0-\frac{I_1}{\kappa}\right).$$

Since $pI_1/\kappa=I_0$, the terms in $I_0$ without a factor $p$ have the total coefficient $(2\nu-1)+2(1-\nu)-1=0$. The remaining product is $pI_0=p^2I_1/\kappa$. Therefore

$$\sigma_{rr}(R)=Bk^3\frac{I_1(\kappa)}{\kappa}D\cos kz,\qquad D(\kappa)=p^2-\kappa^2-2(1-\nu). \tag{2}$$

The surface displacement is

$$2\mu u_r=-k^2\cos kz\,(AI_1+B\kappa I_0)=2(1-\nu)k^2BI_1(\kappa)\cos kz,$$

because the terms in $I_0$ cancel. Division by (2) gives

$$\frac{u_r(R)}{\sigma_{rr}(R)}=\frac{R(1-\nu)}{\mu D(\kappa)}.$$

### The coherent energy of one interface

For a periodic misfit $f\cos kz$, the clamped energy per unit length, averaged over $z$, is $\tfrac12\pi R^2Mf^2$. The release lowers it by

$$\frac12\cdot\frac12\cdot2\pi R\,(Mf)^2\frac{R(1-\nu)}{\mu D}.$$

One factor one half comes from the release and the other from the average of $\cos^2kz$. As $M(1-\nu)/\mu=2(1+\nu)$, the fraction of energy that remains is

$$F(\kappa)=1-\frac{2(1+\nu)}{D(\kappa)}. \tag{3}$$

For long waves, the Bessel series give $p=2+\kappa^2/4-\kappa^4/96+\dots$, hence $p^2-\kappa^2=4+\kappa^4/48+\dots$. The numerator of $F=(p^2-\kappa^2-4)/D$ is thus of fourth order, while $D\to2(1+\nu)$:

$$F\to\frac{\kappa^4}{96(1+\nu)}\qquad(\kappa\to0).$$

The physical reason is that a misfit varying linearly along the wire can be accommodated without stress: the cross-sections expand by different amounts and bend into shallow bowls. Stress begins with the second derivative of the misfit, which is proportional to $k^2$, and energy is quadratic in stress. For short waves $I_0/I_1\simeq1+1/(2\kappa)$, so $D\simeq\kappa$ and $F\simeq1-2(1+\nu)/\kappa$. Relaxation then reaches only a thin layer under the side surface.

Now take a thick segment, with one interface far from any end. A uniform misfit produces no stress in a free wire, so $\chi$ may be shifted by a constant:

$$\chi\to\tfrac12\operatorname{sgn}z=\frac1\pi\int_0^\infty\frac{\sin kz}{k}\,dk. \tag{4}$$

Different wave numbers do not mix in the energy, since $\int_{-\infty}^{\infty}\sin kz\sin k'z\,dz=\pi\delta(k-k')$ for positive $k,k'$. The energy is therefore

$$W_\infty=\pi R^2M\cdot\pi\int_0^\infty\frac{f^2}{\pi^2k^2}F(kR)\,dk=cMf^2R^3,\qquad
c=\int_0^\infty\frac{F(\kappa)}{\kappa^2}\,d\kappa. \tag{5}$$

The integral converges at both ends by the limits just found. Numerical quadrature gives $c=0.2291$ for $\nu=0.3$. The cube of $R$ has a simple meaning: the strained volume has cross-section of order $R^2$ and a depth of order $R$ along the wire. Material further away has already relaxed to its own lattice constant.

### Why every shorter segment stores less

Equation (5) concerns a thick segment. For a finite one, imagine the thick wire in its equilibrium state and cut it at height $h$, discarding what lies above. Before any relaxation, the lower piece holds at most the energy of the whole, because the energy density is nowhere negative. Its displacement is admissible for the shorter wire, so the equilibrium energy of that wire is lower still or equal. Hence

$$W(h)\le W_\infty=cMf^2R^3\qquad\text{for every }h. \tag{6}$$

The same cut applied to two finite segments shows that $W(h)$ does not decrease with $h$. A three-dimensional finite-element calculation at $\nu=0.3$ gives $W/(Mf^2R^3)=0.197$, 0.216 and 0.230 at $h/R=0.4$, 0.8 and 3. The mesh makes each of these about 0.001 too high; the converged values are 0.196, 0.215 and 0.229, the last in agreement with $c$. Most of the energy is thus already present at a length of less than half a radius.

This saturation distinguishes a wire from a wide film. As $h/R\to0$, relaxation at the rim matters less and less and the energy tends to $\pi R^2hMf^2$, which grows with thickness. The approach is slow: at $h/R=0.05$ the energy is still only about 65% of this value. In a wire that growth ends once $h$ becomes comparable with $R$.

### The bound on the radius

Let a dislocation now lie in the interface. Its energy consists of a core part and an elastic part. Assume that each unit length of core costs at least $gKb^2$, also when the free top is near. A line across a diameter has length $2R$, so

$$E_{\rm core}\ge2RgKb^2 .$$

Whatever the elastic field around it, the elastic energy is not negative. The wire with the dislocation thus has at least the energy $E_{\rm core}$, and the coherent wire has $W(h)$. The change on introducing the line satisfies

$$\Delta E(h)\ge E_{\rm core}-W(h)\ge2RgKb^2-cMf^2R^3. \tag{7}$$

The right side is positive for $R^2<2gKb^2/(cMf^2)$, which is (1).

The bound grants the dislocation the best conceivable outcome, namely the removal of all the strain. It therefore holds for any line or set of lines in the wire whose total length is at least $2R$, wherever they lie, as long as each unit length of core costs at least $gKb^2$. Lines with cheaper cores lower the bound: for a partial dislocation with Burgers vector $b/\sqrt3$, a core energy scaled as the square of that vector and no credit for the stacking fault, $R_0$ shrinks by the factor $1/\sqrt3$. It does not cover a short line that cuts off a small piece near the rim, since its core costs less than $2RgKb^2$. Nor does it say that dislocations appear above $R_0$.

### The hoop stress

The second derivation needs the lateral stress of the coherent wire, which the same solution provides. For a misfit $f\cos kz$, the added field has

$$\sigma_{\theta\theta}=Bk^3\cos kz\left\{(2\nu-1)I_0(s)+[2(1-\nu)+p]\frac{I_1(s)}{s}\right\},$$

and (2) fixes $B$ through $Bk^3I_1(\kappa)D/\kappa=Mf$. To average over the radius, define $S=\int_0^\kappa I_0(s)\,ds/I_1(\kappa)$. From $I_1/s=I_0-I_1'$ we have $\int_0^\kappa(I_1/s)\,ds=I_1(\kappa)(S-1)$. With the clamped stress $-Mf$ included, the radial mean is $MfG(\kappa)\cos kz$, where

$$G=-1+\frac{(2\nu-1)S+[2(1-\nu)+p](S-1)}{D}
=-1+\frac{(1+p)S-2(1-\nu)-p}{D}. \tag{8}$$

## Second derivation: the energy that one dislocation does remove

The wire has radius $R$, its axis is $z$, and the segment of misfit $f$ fills $0<z<h$. The moduli are $M=2\mu(1+\nu)/(1-\nu)$ and $K=\mu/[4\pi(1-\nu)]$. The coherent energy obeys $W(h)\le cMf^2R^3$, with equality for a thick segment. A dislocation has Burgers vector length $b$ and core energy $gKb^2$ per unit length. For a misfit $f\cos kz$, the mean hoop stress along a radius is $MfG(kR)\cos kz$, with $G$ from (8). The first derivation gave coherence at every $h$ for $R<R_0=(b/f)\sqrt{2gK/(cM)}$.

### Three parts of the energy change

Consider a straight edge dislocation in the interface along the diameter $x=z=0$, with Burgers vector along $x$. For $f>0$ it removes a sheet of thickness $b$ from the compressed segment, on the half-plane $x=0$, $z>0$. Elastic energy is quadratic in the fields, so the change is

$$\Delta E=E_{\rm core}+W_{\rm el}+X. \tag{9}$$

Here $W_{\rm el}$ is the elastic energy of the line in a wire without misfit, counted outside a core of radius $b$, and $X$ is the cross term between the line's field and the coherent stress.

The first derivation has shown that below $R_0$ coherence has the lower energy at every segment length, compared with any lines of total length at least $2R$ whose core energy meets the assumed minimum. For one straight edge line across a diameter, it remains to evaluate the terms of (9) and find the radius at which the line first lowers the energy.
